\section*{Errors of the Kohn--Sham and Harris--Foulkes energies before self-consistency, part 2}

We compare the Kohn--Sham and Harris--Foulkes (HF) energies of one self-consistency cycle, spin-unpolarised, in Hartree atomic units. Nuclei $Z_a$ at $\mathbf R_a$, distances $R_{ab}$ apart, give $v_{\rm ext}=-\sum_a Z_a/|\mathbf r-\mathbf R_a|$ and repulsion $E_{nn}$. Write $(a|b)=\iint a(\mathbf r)b(\mathbf r')/|\mathbf r-\mathbf r'|$, $E_{\rm Hxc}[n]=\tfrac12(n|n)+E_{\rm xc}[n]$ and $v_{\rm Hxc}=v_{\rm H}+v_{\rm xc}$ for its derivative. The second derivative is $K[n]=1/|\mathbf r-\mathbf r'|+f_{\rm xc}\,\delta(\mathbf r-\mathbf r')$, with $f_{\rm xc}=dv_{\rm xc}/dn$, $g_{\rm xc}=df_{\rm xc}/dn$; $\langle a|K|b\rangle$ is the double integral.

The density $n_{\rm in}$ gives $v_{\rm in}=v_{\rm ext}+v_{\rm Hxc}[n_{\rm in}]$, whose orbitals $\psi_i=\sum_\mu c_{\mu i}\phi_\mu$ (occupations $f_i$, eigenvalues $\varepsilon_i$) give $n_{\rm out}$ and $B=\sum_if_i\varepsilon_i$:
\begin{align}
E_{\rm KS}&=B-\int v_{\rm in}n_{\rm out}+\int v_{\rm ext}n_{\rm out}+E_{\rm Hxc}[n_{\rm out}]+E_{nn},\label{eq:ks}\\
E_{\rm HF}&=B-\int v_{\rm Hxc}[n_{\rm in}]\,n_{\rm in}+E_{\rm Hxc}[n_{\rm in}]+E_{nn}.\label{eq:hf}
\end{align}
Lemma 1: $B-\int v_{\rm in}n_{\rm out}=T$, the output orbitals' kinetic energy, so $E_{\rm KS}$ is the Kohn--Sham orbital functional at orthonormal trial orbitals.

Self-consistent values are $n_0,v_0,E_0$, with $K_0=K[n_0]$; $R=n_{\rm out}-n_{\rm in}$, $\delta_{\rm in}=n_{\rm in}-n_0$, $\delta_{\rm out}=n_{\rm out}-n_0$.

(A) In any basis,
\begin{align}
E_{\rm KS}-E_{\rm HF}&=\tfrac12(R|R)+\int_0^1\!ds\,(1-s)\!\int\! f_{\rm xc}(n_{\rm in}+sR)\,R^2\label{eq:A}\\
&=\tfrac12\langle R|K[n_{\rm in}]|R\rangle+\tfrac16\!\int\! g_{\rm xc}(n_{\rm in})R^3+O(R^4).\label{eq:A2}
\end{align}

(B) In a fixed basis, with equally occupied levels below a gap,
\begin{equation}
E_{\rm HF}-E_0=\tfrac12\langle\delta_{\rm in}|K_0|R\rangle+O(\delta^3),\qquad E_{\rm KS}-E_0=\tfrac12\langle\delta_{\rm out}|K_0|R\rangle+O(\delta^3).
\label{eq:B}
\end{equation}
\begin{equation}
E_{\rm HF}-E_0=\tfrac12\langle\delta_{\rm in}|K_0\chi_0K_0|\delta_{\rm in}\rangle-\tfrac12\langle\delta_{\rm in}|K_0|\delta_{\rm in}\rangle+O(\delta^3).
\label{eq:hf2}
\end{equation}
The density response $\chi_0$ is symmetric and negative semidefinite (Lemma 3); $\delta_{\rm out}=\chi_0K_0\delta_{\rm in}+O(\delta^2)$.

(C) In an LAPW basis rebuilt from $v_{\rm in}$ at fixed linearization energies, both forms equal $E_0+P+O(\delta^2)$,
\begin{equation}
P=2\,\mathrm{Re}\sum_if_i\int_{\rm spheres}\delta\psi_i^*\,(h_0-\varepsilon_i)\psi_i,\qquad \delta\psi_i=\sum_\mu c_{\mu i}\,\delta\phi_\mu,\qquad h_0=-\tfrac12\nabla^2+v_0,
\label{eq:C}
\end{equation}
with $\delta\phi_\mu$ the first-order basis change. For a spherical potential with radial Hamiltonian $h$, $(h-E_1)u=0$, $(h-E_1)\dot u=u$, $(h-E_2)u_2=0$ and $\psi=\alpha u+\beta\dot u+\gamma u_2$,
\begin{equation}
(h-\varepsilon)\psi=\alpha(E_1-\varepsilon)u+\beta\big[u+(E_1-\varepsilon)\dot u\big]+\gamma(E_2-\varepsilon)u_2 .
\label{eq:res}
\end{equation}

\section{Remarks}

\noindent\textit{Modes and signs.} Write $\chi_0=-DD^{T}$, which Lemma 3 allows. The nonzero eigenvalues of $\chi_0K_0=-D(D^TK_0)$ are those of the symmetric matrix $-D^TK_0D$, so they are real. For $\chi_0K_0\delta=\lambda\delta$ and $k=\langle\delta|K_0|\delta\rangle$ one has $\delta_{\rm out}=\lambda\delta$, $R=(\lambda-1)\delta$ and
\begin{equation}
E_{\rm KS}-E_0=\tfrac12\lambda(\lambda-1)k,\qquad E_{\rm HF}-E_0=\tfrac12(\lambda-1)k,\qquad E_{\rm KS}-E_{\rm HF}=\tfrac12(\lambda-1)^2k .
\label{eq:mode}
\end{equation}
The product $\lambda k=\langle\delta|K_0\chi_0K_0|\delta\rangle$ is negative for $\lambda\ne0$. By Lemma 1, in a fixed basis $E_{\rm KS}\ge E_0$ near a minimum of the orbital functional, which by \eqref{eq:mode} means $\lambda\le1$, and $\lambda<1$ when its second variation is positive definite. For a mode, $E_{\rm HF}$ then lies below $E_0$ when $k>0$ and above it when $k<0$. For a general $\delta_{\rm in}$ the first term of \eqref{eq:hf2} is never positive, so $k>0$ still puts $E_{\rm HF}$ below $E_0$ to second order, but $k<0$ does not fix the sign. In a fixed basis $E_{\rm HF}$ is stationary but is neither an upper nor a lower bound. For a mode the ratio of the errors is $\lambda$, so $E_{\rm HF}$ is the closer form when $|\lambda|>1$. For a pure mode $(E_{\rm KS}-\lambda E_{\rm HF})/(1-\lambda)$ cancels the second-order error; the plain average errs by $\tfrac14(\lambda^2-1)k$, which for $\lambda<1$ and $k\ne0$ vanishes only at $\lambda=-1$.

\medskip\noindent\textit{Limits.} For $K=0$ and $v_{\rm Hxc}=0$ both forms equal $B+E_{nn}$ and are exact. For $\lambda=0$ the electrons do not respond to the error in the potential: $E_{\rm KS}$ has no second-order error while $E_{\rm HF}$ errs by $-k/2$. For a long wave of wave number $q$ in a metal, Thomas--Fermi screening gives $\chi_0\approx-k_{\rm TF}^2/4\pi$ and $K\approx4\pi/q^2$, so $\lambda\approx-k_{\rm TF}^2/q^2$ is large. There $n_{\rm out}$ overshoots and $E_{\rm KS}$ is much the worse form.

\medskip\noindent\textit{Failures.} Part (B) fails when levels cross the Fermi energy at integer occupation, since $B$ then has a kink. Where the density approaches zero, $f_{\rm xc}$ diverges and the quadratic range shrinks. Agreement of the two forms does not prove convergence: $\langle R|K|R\rangle$ is indefinite and can vanish for $R\neq0$, and $P$ cancels in the difference.

\medskip\noindent\textit{All-electron bookkeeping.} Let $V_C[n]=v_{\rm H}[n]+v_{\rm ext}$ and let $V_M^a[n]=v_{\rm H}[n](\mathbf R_a)-\sum_{b\ne a}Z_b/R_{ab}$ be the Madelung potential. Since $\sum_aZ_av_{\rm H}[n](\mathbf R_a)=-\int v_{\rm ext}n$ and $\sum_a\sum_{b\neq a}Z_aZ_b/R_{ab}=2E_{nn}$,
\begin{equation}
\tfrac12\Big(\int n'V_C[n]+\sum_aZ_aV_M^a[n]\Big)=\tfrac12(n'|n)+\tfrac12\!\int\! v_{\rm ext}(n'-n)-E_{nn}.
\label{eq:mad}
\end{equation}
For $n'=n$ the electron--nucleus terms cancel. The Weinert expression $B-\tfrac12(\int nV_C+\sum ZV_M)-\int nv_{\rm xc}+E_{\rm xc}$, with $n=n_{\rm in}$ throughout, is then $B-\tfrac12(n_{\rm in}|n_{\rm in})+E_{nn}-\int n_{\rm in}v_{\rm xc}+E_{\rm xc}[n_{\rm in}]$. This is $E_{\rm HF}$, because the Hartree terms of \eqref{eq:hf} are $-(n_{\rm in}|n_{\rm in})+\tfrac12(n_{\rm in}|n_{\rm in})$. A mistake is to keep $V_C$, $V_M$, $v_{\rm xc}$ from $n_{\rm in}$ but integrate them against $n_{\rm out}$ and add $E_{\rm xc}[n_{\rm out}]$. Call this $E_{\rm mix}$. Its exchange-correlation terms equal those of \eqref{eq:ks}, whose Hartree terms are $-(n_{\rm out}|n_{\rm in})+\tfrac12(n_{\rm out}|n_{\rm out})$. With \eqref{eq:mad} at $n'=n_{\rm out}$, $n=n_{\rm in}$,
\begin{align}
E_{\rm mix}-E_{\rm KS}&=-\tfrac12(n_{\rm out}|n_{\rm in})-\tfrac12\!\int\! v_{\rm ext}R+(n_{\rm out}|n_{\rm in})-\tfrac12(n_{\rm out}|n_{\rm out})\nonumber\\
&=-\tfrac12(n_{\rm out}|R)-\tfrac12\!\int\! v_{\rm ext}R=-\tfrac12\int R\,V_C[n_{\rm out}].
\label{eq:mix}
\end{align}
This is first order in $R$ and weighted by the full Coulomb potential $V_C[n_{\rm out}]$, which near a nucleus is dominated by the unscreened nuclear attraction.

\section{Worked example}

The model is an all-electron atom with $Z=4$, configuration $1s^22s^2$, in a neutral spherical cell of radius $L=3.6$ bohr, with Slater exchange and VWN correlation, and $E_{nn}=0$. The model keeps only $s$ states, which suffices for spherical densities, with $\psi=u(r)/(r\sqrt{4\pi})$, and the radial density is $\rho=4\pi r^2n$. The sphere radius is $1.2$ bohr. Seven LAPWs are built on $u=r$ and $u=\sin k_jr$ with $\tan k_jL=k_jL$, the condition $\psi'(L)=0$; the largest $k_j$ is $5.6587$ bohr$^{-1}$, and its product with the sphere radius is $6.790$. One local orbital serves the $1s$ state. The chosen energies of set A are $E_1=0.20$ and $E_2=-3.81$ Ha, deliberately off the eigenvalues $\varepsilon_{2s}=-0.346404$ and $\varepsilon_{1s}=-3.904966$ Ha. The first empty $s$ level is at $0.452704$ Ha and $E_0=-14.72677658$ Ha; the lowest $p$ level, which the model omits, lies near $-0.20$ Ha for $\psi'(L)=0$, also above $2s$. The digits belong to this basis: with eleven LAPWs $E_0$ is lower by $2.2\times10^{-4}$ Ha, $\varepsilon_{1s}$ by $7\times10^{-4}$ Ha and the lowest eigenvalue of $\chi_0K_0$ by $1\times10^{-3}$. The eigenvalues of $\chi_0K_0$ lie between $-0.168516$ and $0.036252$, so the solution is stable against spherical changes of the density in the frozen basis, and $|\lambda|<1$ for all such modes.

The input is $\rho_0+t\,d$ for three neutral patterns: $d_1=\rho_0(e^{-r}-0.391481)$ moves charge inward, $d_2=\rho_0(r/L)^2(\cos5r+0.145876)$ is a short valence ripple, and $d_3$ is the mode with $\lambda=-0.168516$, scaled so that the largest value of $|d_3/\rho_0|$ on the points of the radial grid is one. The maximum lies between grid points near $r=1.4$ bohr, so the entries for $d_3$ below depend on the grid from the fourth digit on ($k=0.25754$ for the continuous maximum); their ratios do not.

With the basis frozen at $v_0$, the finite-difference slopes in $t$ of both forms are at most a few times $10^{-12}$ Ha, which is zero within the truncation and rounding errors of the difference formula. The coefficients of $t^2$, in Ha, are
\begin{center}
\begin{tabular}{lrrr}
 & $k$ & KS & HF\\
$d_1$ & $0.7583068$ & $0.0814825$ & $-0.4489699$\\
$d_2$ & $-0.0197108$ & $0.0000931$ & $0.0097611$\\
$d_3$ & $0.2575906$ & $0.0253616$ & $-0.1504994$
\end{tabular}
\end{center}
and finite differences agree with \eqref{eq:B} to all digits shown. For $d_1$ the difference is $0.0814825+0.4489699=0.5304524$, the computed $\tfrac12\langle R|K_0|R\rangle$ per $t^2$. For $d_3$, \eqref{eq:mode} gives $\tfrac12(-1.168516)(0.2575906)=-0.150499$ for HF and $(-0.168516)(-0.150499)=0.025362$ for KS. The pattern $d_2$ is close to the no-response limit: $-k/2=0.0098554$ against $0.0097611$. There $E_{\rm HF}$ lies above $E_0$ and also above $E_{\rm KS}$, the difference form being $-0.0096681$.

At $t=0.1$ along $d_1$, $E_{\rm KS}=-14.72595559$ and $E_{\rm HF}=-14.73128086$ Ha, and the Weinert expression with input quantities ($V_M=8.534453$ Ha) reproduces the second. The errors are $+8.210\times10^{-4}$ and $-4.504\times10^{-3}$ Ha; the second-order values $0.0814825\,t^2=8.148\times10^{-4}$ and $-0.4489699\,t^2=-4.490\times10^{-3}$ miss by cubic and higher terms, mainly the cubic. Equation \eqref{eq:A} gives $6.334482\times10^{-3}-1.009208\times10^{-3}=5.325274\times10^{-3}$ Ha, the direct difference. The quadratic form alone is $5.333521\times10^{-3}$, and with the cubic term $-8.002\times10^{-6}$ it becomes $5.325519\times10^{-3}$. The mixed form has slope $-4.6223782$ Ha, as \eqref{eq:mix} predicts, and errs by $-0.463$ Ha at this $t$, a hundred times the error of $E_{\rm HF}$.

With the basis rebuilt from $v_{\rm in}$, both forms have slope $-1.05712\times10^{-2}$ Ha along $d_1$, equal to $P$ from \eqref{eq:C} and \eqref{eq:res}: $-1.0598\times10^{-2}$ from $1s$ and $+2.68\times10^{-5}$ from $2s$. At $t=0.02$, $E_{\rm KS}-E_0=-1.424\times10^{-4}$ Ha, below the self-consistent energy, where the frozen basis gives $+3.264\times10^{-5}$. No variational principle is broken, since the orbitals come from a different space, and $E_0$ of set A is not the lowest energy available: set B, with $E_1=-0.346419$ and $E_2=-3.907364$ Ha at its own eigenvalues, has $E_0=-14.72714517$ Ha, lower by $3.69\times10^{-4}$ Ha. The curvature changes as well: $(-1.4239\times10^{-4}+2.1142\times10^{-4})/0.02^2\approx0.17$ Ha in place of $0.08$. Equation \eqref{eq:B} does not give the second-order terms of a rebuilt basis: even with the first-order $\delta_{\rm out}$ and $R$ of that basis it yields only $0.11$ Ha for $E_{\rm KS}$. Part (A) still holds: at $t=0.1$, $6.993692\times10^{-3}-1.181707\times10^{-3}=5.811985\times10^{-3}$ Ha.

With seven LAPWs, placing the energies at the eigenvalues does not remove $P$. Set B, along the pattern $d_1$ built from its own density, has $P=-1.13774\times10^{-3}$ Ha, smaller by a factor $9.3$ and again almost all $1s$ ($-1.1169\times10^{-3}$). Setting $E_2=\varepsilon_{1s}$ removes only the $\gamma$ term of \eqref{eq:res}. The exact $1s$ state would have $\alpha=\beta=0$, but seven functions cannot continue its decaying tail exactly outside the sphere, so the $\alpha$ and $\beta$ terms of \eqref{eq:res} remain, with $E_1-\varepsilon_{1s}=3.56$ Ha. Accordingly $P$ of set B falls to $-1.0\times10^{-4}$ Ha with nine LAPWs and $-8.8\times10^{-6}$ Ha with eleven, and vanishes for a complete interstitial basis, while $P$ of set A tends to $-6.5\times10^{-3}$ Ha. These values hold for energies fixed against the zero of the potential used here. If the energies move with the eigenvalues of $v_{\rm in}$, the seven-LAPW slopes drop to $-2.9\times10^{-3}$ Ha (A) and $-3.1\times10^{-4}$ Ha (B). The $1s$ state that dominates $P$ is carried here by a local orbital, whereas LAPW codes usually solve such a state separately as a core state, so these sizes are not estimates for such calculations.

The numerical check below computes $E_{\rm KS}$ from orbital gradients and $E_{\rm HF}$ from the eigenvalue sum, and compares their difference with a quadrature of \eqref{eq:A} in both kinds of basis. It compares finite-difference slopes and curvatures of full diagonalizations with the sum-over-states forms \eqref{eq:B}, \eqref{eq:mode} and \eqref{eq:mix}, tests the Weinert identity with $V_M$ extrapolated from the Hartree potential, and compares the slopes in the rebuilt basis with the sphere integral \eqref{eq:C}.

\section*{Calculated quantities}
\begin{verbatim}
inputs: Z=4, R=1.2 bohr, L=3.6 bohr, LAPWs=7, LO=1
Kmax=5.6587 1/bohr, R*Kmax=6.790
set A: E1=0.20 Ha, E2=-3.81 Ha
set A: eps_1s=-3.904966, eps_2s=-0.346404, eps_3=0.452704 Ha
set A: E0=-14.72677658 Ha
d1=rho0(exp(-r)-g), g=0.391481
d2=rho0(r/L)^2(cos5r-c), c=-0.145876
chi0*K eigenvalues: min=-0.168516 (d3), max=0.036252
frozen basis: coefficients of t (slope) and t^2 (curv), Ha
d1: k=<d|K|d>=0.7583068, <R|K|R>/2=0.5304524
d1: slope KS=-1.1e-12, HF=2.8e-12
d1: slope mix FD=-4.6223782, formula=-4.6223782
d1: curv KS FD=0.0814825, formula=0.0814825
d1: curv HF FD=-0.4489699, formula=-0.4489699
d2: k=<d|K|d>=-0.0197108, <R|K|R>/2=-0.0096681
d2: slope KS=1.6e-12, HF=-4.1e-13
d2: slope mix FD=0.0033728, formula=0.0033728
d2: curv KS FD=0.0000931, formula=0.0000931
d2: curv HF FD=0.0097611, formula=0.0097611
d3: k=<d|K|d>=0.2575906, <R|K|R>/2=0.1758610
d3: slope KS=9.2e-13, HF=-3.3e-12
d3: slope mix FD=2.8559594, formula=2.8559594
d3: curv KS FD=0.0253616, formula=0.0253616
d3: curv HF FD=-0.1504994, formula=-0.1504994
d3: ratio of KS to HF curvature=-0.168516
frozen t=0.2: KS-E0=3.3118e-03, HF-E0=-1.8073e-02, mix-E0=-9.2802e-01 Ha
frozen t=0.1: KS-E0=8.2099e-04, HF-E0=-4.5043e-03, mix-E0=-4.6311e-01 Ha
  band=-8.25867613, T=13.70993264, V_M=8.534453 Ha
  E_KS=-14.72595559, E_HF=-14.73128086, Weinert[in]=-14.73128086 Ha
  KS-HF=5.325274e-03: Hartree=6.334482e-03, xc=-1.009208e-03 Ha
  quadratic form=5.333521e-03, cubic=-8.002e-06 Ha
frozen t=0.02: KS-E0=3.2640e-05, HF-E0=-1.7971e-04, mix-E0=-9.2482e-02 Ha
rebuilt t=0.2: KS-E0=4.2737e-03, HF-E0=-1.8972e-02, mix-E0=-1.0108e+00 Ha
rebuilt t=0.1: KS-E0=6.0805e-04, HF-E0=-5.2039e-03, mix-E0=-5.0688e-01 Ha
  band=-8.25937579, T=13.61764285, V_M=8.534453 Ha
  E_KS=-14.72616853, E_HF=-14.73198051, Weinert[in]=-14.73198051 Ha
  KS-HF=5.811985e-03: Hartree=6.993692e-03, xc=-1.181707e-03 Ha
  quadratic form=5.823726e-03, cubic=-1.138e-05 Ha
rebuilt t=0.02: KS-E0=-1.4239e-04, HF-E0=-3.7491e-04, mix-E0=-1.0164e-01 Ha
set B (at eigenvalues): E1=-0.346419, E2=-3.907364 Ha
set B: E0=-14.72714517 Ha
set A: slope KS=-1.05712e-02, HF=-1.05712e-02 Ha
set A: P=-1.05712e-02 (1s -1.0598e-02, 2s 2.6785e-05) Ha
set B: slope KS=-1.13774e-03, HF=-1.13774e-03 Ha
set B: P=-1.13774e-03 (1s -1.1169e-03, 2s -2.0880e-05) Ha
\end{verbatim}
